**Anderson mixing and Pulay residual mixing: identical iterates**

The program compares Anderson mixing with \(m\) differences and Pulay mixing with \(m+1\) stored densities for an eight-site Hartree model. Here \(n\) is the vector of site occupations, \(F=g(n)-n\) is the residual of one mean-field cycle, \(\beta\) is the mixing parameter, and \(\gamma_j\) and \(c_j\) are the Anderson and Pulay coefficients. The methods run on separate trajectories in 100-digit arithmetic, one with QR least squares and the other with a bordered linear system. The program asserts that the iterates agree, that \(c_j=\gamma_j-\gamma_{j-1}\) and its inverse hold at every step with a nonempty history, and that the Pulay multiplier equals the minimum squared residual. It also asserts conservation of the electron number and linear independence of the residual differences. The largest difference between iterates is \(2.6\times10^{-100}\) electrons, while the residual norm falls from 0.81 to \(2.0\times10^{-5}\) electrons in ten steps. Two further assertions show the limits of the result: storing one density too few changes the iterates, and collinear residuals allow different updates when each method takes its minimum-norm coefficients.

## Check in Python

```python
"""
Result under test: Anderson mixing with m differences and Pulay residual
mixing with m+1 stored densities produce the same iterates, provided the
stored residuals are affinely independent.

n      : site occupations (the density vector)
g(n)   : output occupations of one Hartree mean-field cycle
F      : residual g(n) - n
beta   : mixing parameter
gamma  : Anderson coefficients of successive differences
c      : Pulay coefficients of stored densities, with sum(c) = 1
theta  : coefficients of differences taken from the newest entry
Map    : c_j = gamma_j - gamma_(j-1), with gamma = 0 before the first
         and gamma = 1 after the last Anderson coefficient.

The two methods use different solvers (QR and a bordered linear system) and
run on separate trajectories in 100-digit arithmetic.
"""
import numpy as np
from mpmath import mp, mpf

mp.dps = 100
SITES, PAIRS = 8, 2
HOPPING = mpf(1) / 10
TILT = mpf(2) / 100
REPULSION = mpf(2) / 10
BETA = mpf(3) / 10
HISTORY = 2
STEPS = 10
SHOWN = 5
TOL = mpf(10) ** (-40)   # leaves room for rounding amplified over ten steps


def scf_output(n):
    """Diagonalize the mean-field Hamiltonian and fill the lowest orbitals."""
    h = mp.matrix(SITES, SITES)
    for i in range(SITES):
        h[i, i] = TILT * i + mp.fsum(
            REPULSION / (1 + abs(i - j)) * n[j] for j in range(SITES))
        if i + 1 < SITES:
            h[i, i + 1] = h[i + 1, i] = -HOPPING
    _, orbitals = mp.eigsy(h)
    return mp.matrix([2 * mp.fsum(orbitals[i, a] ** 2 for a in range(PAIRS))
                      for i in range(SITES)])


def inner(a, b):
    return mp.fsum(a[i] * b[i] for i in range(SITES))


def norm(a):
    return mp.sqrt(inner(a, a))


def least_squares(columns, target):
    """Minimize |target - sum_j x_j column_j| by Householder QR."""
    a = mp.matrix(SITES, len(columns))
    for j, column in enumerate(columns):
        for i in range(SITES):
            a[i, j] = column[i]
    x, _ = mp.qr_solve(a, target)
    return [x[j] for j in range(len(columns))]


def successive_differences(vectors):
    return [vectors[j + 1] - vectors[j] for j in range(len(vectors) - 1)]


def anderson_step(densities, residuals):
    new = densities[-1] + residuals[-1] * BETA
    dn = successive_differences(densities)
    df = successive_differences(residuals)
    if not df:
        return new, []
    gamma = least_squares(df, residuals[-1])
    for weight, d_density, d_residual in zip(gamma, dn, df):
        new = new - (d_density + d_residual * BETA) * weight
    return new, gamma


def pulay_step(densities, residuals):
    size = len(residuals)
    bordered = mp.matrix(size + 1, size + 1)
    rhs = mp.matrix(size + 1, 1)
    rhs[size] = 1
    for i in range(size):
        for j in range(size):
            bordered[i, j] = inner(residuals[i], residuals[j])
        bordered[i, size] = -1
        bordered[size, i] = 1
    solution = mp.lu_solve(bordered, rhs)
    new = mp.matrix(SITES, 1)
    for j in range(size):
        new = new + (densities[j] + residuals[j] * BETA) * solution[j]
    return new, [solution[j] for j in range(size + 1)]  # last entry: lambda


def run(step, stored):
    densities = [mp.matrix([mpf(2 * PAIRS) / SITES] * SITES)]
    residuals, coefficients = [], []
    for _ in range(STEPS):
        residuals.append(scf_output(densities[-1]) - densities[-1])
        new, coefs = step(densities[-stored:], residuals[-stored:])
        densities.append(new)
        coefficients.append(coefs)
    residuals.append(scf_output(densities[-1]) - densities[-1])
    return densities, residuals, coefficients


def largest_gap(path_a, path_b):
    return max(norm(a - b) for a, b in zip(path_a, path_b))


def text(values, digits=8):
    return "  ".join(mp.nstr(v, digits) for v in values)


n_and, f_and, gammas = run(anderson_step, HISTORY + 1)
n_pul, f_pul, pulay_coefs = run(pulay_step, HISTORY + 1)
n_short, _, _ = run(pulay_step, HISTORY)

# Identical iterates, and conservation of the electron number
iterate_gap = largest_gap(n_and, n_pul)
assert iterate_gap < TOL
for density in n_and + n_pul:
    assert abs(mp.fsum(density) - 2 * PAIRS) < TOL

# Coefficient maps and the meaning of the multiplier at every step
map_gap = mpf(0)
for k in range(1, STEPS):
    gamma = gammas[k]
    c, multiplier = pulay_coefs[k][:-1], pulay_coefs[k][-1]
    padded = [mpf(0)] + gamma + [mpf(1)]
    for j in range(len(c)):
        map_gap = max(map_gap, abs(c[j] - (padded[j + 1] - padded[j])))
    for j in range(len(gamma)):
        map_gap = max(map_gap, abs(gamma[j] - mp.fsum(c[:j + 1])))
    window = f_and[max(0, k - HISTORY):k + 1]
    theta = least_squares([window[-1] - f for f in window[:-1]], window[-1])
    for j in range(len(theta)):
        map_gap = max(map_gap, abs(theta[j] - c[j]))
    best = window[-1]
    for weight, df in zip(gamma, successive_differences(window)):
        best = best - df * weight
    assert abs(inner(best, best) - multiplier) < TOL
    if k == SHOWN:
        shown_window, shown_theta, shown_best = window, theta, norm(best)
assert map_gap < TOL

# Independence of the residual differences in every window
worst_condition = mpf(0)
for k in range(1, STEPS):
    df = successive_differences(f_and[max(0, k - HISTORY):k + 1])
    gram = mp.matrix(len(df), len(df))
    for i in range(len(df)):
        for j in range(len(df)):
            gram[i, j] = inner(df[i], df[j])
    eigenvalues = mp.eigsy(gram, eigvals_only=True)
    low, high = min(eigenvalues), max(eigenvalues)
    assert low > TOL * high
    worst_condition = max(worst_condition, mp.sqrt(high / low))

# Storing one density too few gives a different iteration
short_gap = largest_gap(n_and, n_short)
assert short_gap > mpf(10) ** (-8)

# Collinear residuals with non-collinear densities: equivalence can fail
dens = np.array([[0.0, 1.0, 0.0], [0.0, 0.0, 1.0]])   # columns = entries
resid = np.array([[3.0, 2.0, 1.0], [1.0, 1.0, 1.0]])
beta = float(BETA)
g_min = np.linalg.pinv(np.diff(resid, axis=1), rcond=1e-10) @ resid[:, -1]
update_a = (dens[:, -1] + beta * resid[:, -1]
            - (np.diff(dens, axis=1) + beta * np.diff(resid, axis=1)) @ g_min)
border = np.zeros((4, 4))
border[:3, :3] = resid.T @ resid
border[:3, 3], border[3, :3] = -1.0, 1.0
c_min = (np.linalg.pinv(border, rcond=1e-10) @ np.array([0, 0, 0, 1.0]))[:3]
update_p = (dens + beta * resid) @ c_min
mean_a = resid[:, -1] - np.diff(resid, axis=1) @ g_min
mean_p = resid @ c_min
assert abs(c_min.sum() - 1) < 1e-10
assert np.allclose(mean_a, mean_p, atol=1e-10)
assert np.linalg.norm(update_a - update_p) > 0.1

print("Sites, electrons:", SITES, 2 * PAIRS)
print("Hopping, site-energy increment, repulsion (Ha):",
      text([HOPPING, TILT, REPULSION]))
print("beta, history m, stored densities m+1 (no unit):",
      mp.nstr(BETA, 4), HISTORY, HISTORY + 1)
print("Working precision (decimal digits):", mp.dps)
print("Residual norms (electrons): step, Anderson, Pulay")
for k in range(STEPS + 1):
    print(f"  {k:2d}  {mp.nstr(norm(f_and[k]), 8)}  {mp.nstr(norm(f_pul[k]), 8)}")
print("Largest iterate difference (electrons):", mp.nstr(iterate_gap, 3))
print("Largest coefficient-map error (no unit):", mp.nstr(map_gap, 3))
print("Largest condition number of residual differences (no unit):",
      mp.nstr(worst_condition, 5))
print(f"Window at step k = {SHOWN}, oldest entry first")
print("Gram matrix of residuals (electrons^2):")
for f_i in shown_window:
    print("  " + text([inner(f_i, f_j) for f_j in shown_window], 10))
print("Anderson gamma (no unit):", text(gammas[SHOWN]))
print("Pulay c (no unit):", text(pulay_coefs[SHOWN][:-1]))
print("Newest-entry theta (no unit):", text(shown_theta))
print("Multiplier lambda (electrons^2):", mp.nstr(pulay_coefs[SHOWN][-1], 8))
print("Minimum averaged residual norm (electrons):", mp.nstr(shown_best, 8))
print(f"Next occupations n_{SHOWN + 1} (electrons), Anderson then Pulay:")
print("  " + text(n_and[SHOWN + 1]))
print("  " + text(n_pul[SHOWN + 1]))
print(f"Final occupations n_{STEPS} (electrons):")
print("  " + text(n_and[STEPS]))
print("Largest difference if Pulay stores only m densities (electrons):",
      mp.nstr(short_gap, 5))
print("Degenerate example (no units), minimum-norm coefficients")
print("  Anderson gamma:", text(g_min, 6))
print("  Pulay c:", text(c_min, 6))
print("  averaged residual, Anderson:", np.round(mean_a, 6) + 0.0)
print("  averaged residual, Pulay:", np.round(mean_p, 6) + 0.0)
print("  update, Anderson:", np.round(update_a, 6) + 0.0)
print("  update, Pulay:", np.round(update_p, 6) + 0.0)
print("success")
```

Printed output:

```
Sites, electrons: 8 4
Hopping, site-energy increment, repulsion (Ha): 0.1  0.02  0.2
beta, history m, stored densities m+1 (no unit): 0.3 2 3
Working precision (decimal digits): 100
Residual norms (electrons): step, Anderson, Pulay
   0  0.80853682  0.80853682
   1  0.34544657  0.34544657
   2  0.18376819  0.18376819
   3  0.042465599  0.042465599
   4  0.014064201  0.014064201
   5  0.0052148865  0.0052148865
   6  0.0024810395  0.0024810395
   7  0.0010006066  0.0010006066
   8  0.00030787189  0.00030787189
   9  4.4388749e-5  4.4388749e-5
  10  2.0221941e-5  2.0221941e-5
Largest iterate difference (electrons): 2.6e-100
Largest coefficient-map error (no unit): 1.3e-96
Largest condition number of residual differences (no unit): 7.3856
Window at step k = 5, oldest entry first
Gram matrix of residuals (electrons^2):
  0.001803327082  -0.0001207763354  0.0001398100103
  -0.0001207763354  0.0001978017422  1.163610137e-5
  0.0001398100103  1.163610137e-5  2.719504143e-5
Anderson gamma (no unit): -0.074776882  -0.088475983
Pulay c (no unit): -0.074776882  -0.013699101  1.088476
Newest-entry theta (no unit): -0.074776882  -0.013699101
Multiplier lambda (electrons^2): 1.8987189e-5
Minimum averaged residual norm (electrons): 0.0043574291
Next occupations n_6 (electrons), Anderson then Pulay:
  0.66164416  0.72903904  0.501007  0.41045913  0.46068544  0.5067977  0.4729654  0.25740214
  0.66164416  0.72903904  0.501007  0.41045913  0.46068544  0.5067977  0.4729654  0.25740214
Final occupations n_10 (electrons):
  0.66216126  0.72826528  0.50146878  0.41059871  0.46075702  0.50591549  0.47403255  0.25680091
Largest difference if Pulay stores only m densities (electrons): 0.0087889
Degenerate example (no units), minimum-norm coefficients
  Anderson gamma: -0.49999999999999983  -0.49999999999999983
  Pulay c: -0.6666666666666663  0.333333333333333  1.333333333333333
  averaged residual, Anderson: [0. 1.]
  averaged residual, Pulay: [0. 1.]
  update, Anderson: [0.  1.8]
  update, Pulay: [0.333333 1.633333]
success
```
